# Magnetic Moments of Lanthanide and 3d Ions: Rules and Exceptions: verification in Python

```python
"""
Result under test: effective moments p, defined by chi = mu0 muB^2 p^2/(3 k T).
  lanthanide 3+ ions: p = g sqrt(J(J+1)), except where other J levels are near;
  high-spin 3d ions:  p = 2 sqrt(S(S+1)), except where orbital moment survives
                     or is restored by spin-orbit coupling.
Symbols: n electrons in the shell, L, S, J angular momenta, g Lande factor,
zeta one-electron and lam term spin-orbit constants, Delta octahedral splitting.
All energies are divided by k and given in kelvin; b = muB B/k is in kelvin.
The electron spin factor is 2. Measured moments are rough two-figure inputs.
Spin-orbit constants and Delta are round model parameters, not measured data.
"""
from itertools import combinations
from math import comb, sqrt, pi
import numpy as np
from scipy.special import logsumexp
from scipy import constants as const

T_ROOM = 300.0
DELTA = 15000.0


def angular(j):
    """Matrices of the x, y, z components for angular momentum j."""
    m = j - np.arange(int(round(2*j)) + 1)
    up = np.diag(np.sqrt(j*(j + 1) - m[1:]*(m[1:] + 1)), 1)
    return [(up + up.T)/2, (up - up.T)/(2j), np.diag(m)] if False else [
        (up + up.T)/2, (up - up.T)/complex(0, 2), np.diag(m)]


def coupled(L, S):
    """Orbital and spin matrices in the product space."""
    l_mats, s_mats = angular(L), angular(S)
    one_l, one_s = np.eye(len(l_mats[2])), np.eye(len(s_mats[2]))
    return ([np.kron(a, one_s) for a in l_mats],
            [np.kron(one_l, a) for a in s_mats])


def dot(a, b):
    return sum(x @ y for x, y in zip(a, b))


def hund(n, l):
    """Closed formulas for S, L, J and lam/zeta of the ground term."""
    half = 2*l + 1
    k = n if n <= half else n - half
    S = n/2 if n <= half else (2*half - n)/2
    L = k*(half - k)/2
    J = abs(L - S) if n < half else L + S
    ratio = 0.0 if n == half else (1 if n < half else -1)/(2*S)
    return S, L, J, ratio


def lande(J, L, S):
    if J == 0:
        return 0.0  # undefined; it only multiplies J(J+1) = 0
    return 1 + (J*(J + 1) + S*(S + 1) - L*(L + 1))/(2*J*(J + 1))


def curvature_moment(H, magnetic, T):
    """p from the second field derivative of the free energy."""
    b = 2e-3*T
    F = [-T*logsumexp(-np.linalg.eigvalsh(H + x*magnetic)/T)
         for x in (-b, 0.0, b)]
    return sqrt(-3*T*(F[0] - 2*F[1] + F[2])/b**2)


def thermal_moment(L, S, lam, T):
    """p from level populations and the recursion for J to J+1 strengths."""
    Js = np.arange(abs(L - S), L + S + 0.5)
    E = lam*Js*(Js + 1)/2
    E = E - E.min()
    w = np.exp(-E/T)
    Z = np.sum((2*Js + 1)*w)
    total, strength = 0.0, 0.0
    for i, J in enumerate(Js):
        g = lande(J, L, S)
        total += (2*J + 1)*w[i]*g*g*J*(J + 1)
        strength = ((2*J + 1)*(S*(S + 1) - (g - 1)**2*J*(J + 1))
                    - strength)
        if i + 1 < len(Js):
            total += 2*T*strength*(w[i] - w[i + 1])/(E[i + 1] - E[i])
    assert abs(strength) < 1e-8  # no level lies above J = L+S
    return sqrt(total/Z)


def check_hund(n, l):
    """Determinant enumeration and diagonalization against closed formulas."""
    S, L, J, ratio = hund(n, l)
    orbitals = [(m, s) for s in (1, -1) for m in range(-l, l + 1)]
    best = max(combinations(orbitals, n),
               key=lambda d: (sum(o[1] for o in d), sum(o[0] for o in d)))
    assert sum(o[1] for o in best)/2 == S
    assert sum(o[0] for o in best) == L
    so_energy = sum(m*s/2 for m, s in best)
    assert abs(so_energy - ratio*L*S) < 1e-12
    Lm, Sm = coupled(L, S)
    if L > 0:
        E = np.linalg.eigvalsh(ratio*dot(Lm, Sm))
        assert np.sum(E < E[0] + 1e-7) == round(2*J + 1)
    Jm = [a + c for a, c in zip(Lm, Sm)]
    values, vectors = np.linalg.eigh(dot(Jm, Jm))
    V = vectors[:, abs(values - J*(J + 1)) < 1e-6]
    left = V.conj().T @ (Lm[2] + 2*Sm[2]) @ V
    right = lande(J, L, S)*(V.conj().T @ Jm[2] @ V)
    assert np.allclose(left, right, atol=1e-8)


def cubic_operator(L):
    A = sum(np.linalg.matrix_power(a, 4) for a in angular(L))
    return A - np.trace(A).real/len(A)*np.eye(len(A))


def octahedral(n, L):
    """Cubic field in the ground term, with the degeneracy from t2g/eg filling."""
    if L == 0:
        return np.zeros((1, 1))
    k = n if n <= 5 else n - 5
    wanted = comb(3, k) if k <= 3 else comb(2, k - 3)
    A = cubic_operator(L)
    E = np.linalg.eigvalsh(A)
    if np.sum(E < E[0] + 1e-6) != wanted:
        A = -A
        E = np.linalg.eigvalsh(A)
    if L == 3:
        # The single level is separated from T2 by 10/18 of the full range.
        single_first = np.sum(E < E[0] + 1e-6) == 1
        gap = E[1] - E[0] if single_first else E[-1] - E[-2]
        assert abs(gap/(E[-1] - E[0]) - 10/18) < 1e-8
    assert np.sum(E < E[0] + 1e-6) == wanted
    return A*DELTA*(1.8 if L == 3 else 1.0)/(E[-1] - E[0])


print("Temperature for both tables: %.0f K" % T_ROOM)
print("4f model: zeta/k = 250(n+3) K; moments p in muB")
print("ion   n   S   L    J     g   Hund  all-J  rough measured")
lanthanides = [("Ce", 2.4), ("Pr", 3.5), ("Nd", 3.5), ("Pm", None),
               ("Sm", 1.5), ("Eu", 3.4), ("Gd", 8.0), ("Tb", 9.5),
               ("Dy", 11.0), ("Ho", 10.0), ("Er", 9.5), ("Tm", 7.3),
               ("Yb", 4.5)]
exceptions_4f = set()
for n, (name, rough) in enumerate(lanthanides, 1):
    check_hund(n, 3)
    S, L, J, ratio = hund(n, 3)
    lam = ratio*250*(n + 3)
    g = lande(J, L, S)
    p_hund = g*sqrt(J*(J + 1))
    p_all = thermal_moment(L, S, lam, T_ROOM)
    Lm, Sm = coupled(L, S)
    p_num = curvature_moment(lam*dot(Lm, Sm), Lm[2] + 2*Sm[2], T_ROOM)
    assert abs(p_num/p_all - 1) < 2e-4  # finite-field truncation
    if name not in ("Sm", "Eu"):
        assert abs(p_all/p_hund - 1) < 0.10
    if rough is not None and abs(p_hund/rough - 1) > 0.10:
        exceptions_4f.add(name)
        assert abs(p_all/rough - 1) < 0.15
    print("%s3+ %2d %3.1f %2.0f %4.1f %5s %6.2f %6.2f  %s" % (
        name, n, S, L, J, "-" if J == 0 else "%.3f" % g,
        p_hund, p_all, "none" if rough is None else "%.2g" % rough))
assert exceptions_4f == {"Sm", "Eu"}
print("4f exceptions beyond 10 %:", ", ".join(sorted(exceptions_4f)))

for name, n in (("Sm", 5), ("Eu", 6)):
    S, L, J, ratio = hund(n, 3)
    lam = ratio*250*(n + 3)
    g = lande(J, L, S)
    gap = lam*(J + 1)
    diagonal = g*g*J*(J + 1)
    strength = S*(S + 1) - (g - 1)**2*J*(J + 1)
    Lm, Sm = coupled(L, S)
    cold = curvature_moment(lam*dot(Lm, Sm), Lm[2] + 2*Sm[2], 20.0)
    assert abs(cold/sqrt(diagonal + 40*strength/gap) - 1) < 2e-4
    mixed = sqrt(diagonal + 2*T_ROOM*strength/gap)
    print("%s3+: lam/k %.0f K, first gap/k %.0f K, strength %.3f"
          % (name, lam, gap, strength))
    print("  p ground %.2f, with mixing %.2f, all levels %.2f muB" % (
        sqrt(diagonal), mixed, thermal_moment(L, S, lam, T_ROOM)))
    scaled = [thermal_moment(L, S, f*lam, T_ROOM) for f in (0.8, 1.2)]
    print("  p for zeta scaled by 0.8 and 1.2: %.2f, %.2f muB"
          % tuple(scaled))

# Dy3+: molar susceptibility and the effect of a weak cubic crystal field.
S, L, J, ratio = hund(9, 3)
g = lande(J, L, S)
p_dy = g*sqrt(J*(J + 1))
muB = const.physical_constants["Bohr magneton"][0]
chi = const.mu_0*const.N_A*muB**2*p_dy**2/(3*const.k*T_ROOM)
field = 0.01
M = np.arange(-J, J + 1)
weights = np.exp(-g*muB*field*M/(const.k*T_ROOM))
mean_moment = np.sum(-g*muB*M*weights)/np.sum(weights)
assert abs(const.mu_0*const.N_A*mean_moment/field/chi - 1) < 1e-6
print("Dy3+ molar chi at %.0f K: %.3e m^3/mol (SI)" % (T_ROOM, chi))
print("  converted: %.4f cm^3/mol (Gaussian)" % (chi*1e6/(4*pi)))
Lm, Sm = coupled(L, S)
A = cubic_operator(L)
field_range = 300.0
A = A*field_range/np.ptp(np.linalg.eigvalsh(A))
H = ratio*250*12*dot(Lm, Sm) + np.kron(A, np.eye(int(2*S + 1)))
warm, cold = [curvature_moment(H, Lm[2] + 2*Sm[2], T)
              for T in (T_ROOM, 5.0)]
assert abs(warm/p_dy - 1) < 0.03
assert cold < 0.95*p_dy
print("Dy3+ with cubic orbital-field range %.0f K:" % field_range)
print("  p at 300 K %.2f, at 5 K %.2f muB" % (warm, cold))

print("3d model: zeta/k = 100(n+1) K, Delta/k = %.0f K" % DELTA)
print("Lres: largest Lz in lowest octahedral level, units of hbar")
print("ion   n   S   L   J  Hund-J  spin  Lres  model  rough measured")
transition = [("Ti3+", 1, 1.8), ("V3+", 2, 2.8), ("Cr3+", 3, 3.8),
              ("Mn3+", 4, 4.9), ("Fe3+", 5, 5.9), ("Fe2+", 6, 5.4),
              ("Co2+", 7, 4.8), ("Ni2+", 8, 3.2), ("Cu2+", 9, 1.9)]
exceptions_3d = set()
later_lines = []
for name, n, rough in transition:
    check_hund(n, 2)
    S, L, J, ratio = hund(n, 2)
    lam = ratio*100*(n + 1)
    p_j = lande(J, L, S)*sqrt(J*(J + 1))
    p_spin = 2*sqrt(S*(S + 1))
    A = octahedral(n, L)
    E, V = np.linalg.eigh(A)
    V = V[:, E < E[0] + 1e-5]
    residual = np.linalg.eigvalsh(V.conj().T @ angular(L)[2] @ V)[-1]
    expected_quenched = n in (3, 4, 5, 8, 9)
    assert (abs(residual) < 1e-7) == expected_quenched
    Lm, Sm = coupled(L, S)
    crystal = np.kron(A, np.eye(int(2*S + 1)))
    magnetic = [a + 2*c for a, c in zip(Lm, Sm)]
    H = crystal + lam*dot(Lm, Sm)
    p_model = curvature_moment(H, magnetic[2], T_ROOM)
    if L > 0:
        assert abs(p_j - rough) > abs(p_spin - rough)
    if n > 5:
        assert p_model > p_spin
    if rough/p_spin > 1.07:
        exceptions_3d.add(name)
    else:
        assert abs(rough/p_spin - 1) < 0.07
    if n in (3, 8):
        for scale, tolerance in ((1.0, 0.02), (0.1, 1e-3)):
            x = scale*lam
            spin_factor = 2 - 8*x/DELTA
            formula = sqrt(spin_factor**2*S*(S + 1) + 24*T_ROOM/DELTA)
            numeric = curvature_moment(crystal + x*dot(Lm, Sm),
                                       magnetic[2], T_ROOM)
            # The formula omits second-order spin-orbit corrections.
            assert abs(numeric/formula - 1) < tolerance
            if scale == 1.0:
                later_lines.append(
                    "%s: lam/k %.0f K, spin factor %.3f, formula p %.2f muB"
                    % (name, lam, spin_factor, formula))
        no_so = curvature_moment(crystal, magnetic[2], T_ROOM)
        assert abs(no_so/sqrt(p_spin**2 + 24*T_ROOM/DELTA) - 1) < 1e-4
        assert (p_model > no_so) == (lam < 0)
        later_lines.append("  p without spin-orbit coupling: %.2f muB" % no_so)
    if n in (1, 2):
        distortion = 1000.0
        H_low = H + distortion*(Lm[0] @ Lm[0] - Lm[1] @ Lm[1])
        p_low = sqrt(np.mean([curvature_moment(H_low, m, T_ROOM)**2
                              for m in magnetic]))
        if n == 1:
            assert abs(p_low - p_spin) < abs(p_model - p_spin)
        later_lines.append("%s with %.0f K (Lx^2-Ly^2) distortion: p %.2f muB"
                           % (name, distortion, p_low))
    print("%-4s %2d %3.1f %2.0f %4.1f %6.2f %6.2f %5.2f %6.2f  %.1f" % (
        name, n, S, L, J, p_j, p_spin, abs(residual), p_model, rough))
assert exceptions_3d == {"Fe2+", "Co2+", "Ni2+", "Cu2+"}
print("3d excess beyond 7 %:", ", ".join(sorted(exceptions_3d)))
for line in later_lines:
    print(line)
print("finished without a failed check")
```

Printed output:

```
Temperature for both tables: 300 K
4f model: zeta/k = 250(n+3) K; moments p in muB
ion   n   S   L    J     g   Hund  all-J  rough measured
Ce3+  1 0.5  3  2.5 0.857   2.54   2.55  2.4
Pr3+  2 1.0  5  4.0 0.800   3.58   3.61  3.5
Nd3+  3 1.5  6  4.5 0.727   3.62   3.68  3.5
Pm3+  4 2.0  6  4.0 0.600   2.68   2.83  none
Sm3+  5 2.5  5  2.5 0.286   0.85   1.63  1.5
Eu3+  6 3.0  3  0.0     -   0.00   3.51  3.4
Gd3+  7 3.5  0  3.5 2.000   7.94   7.94  8
Tb3+  8 3.0  3  6.0 1.500   9.72   9.74  9.5
Dy3+  9 2.5  5  7.5 1.333  10.65  10.66  11
Ho3+ 10 2.0  6  8.0 1.250  10.61  10.61  10
Er3+ 11 1.5  6  7.5 1.200   9.58   9.59  9.5
Tm3+ 12 1.0  5  6.0 1.167   7.56   7.56  7.3
Yb3+ 13 0.5  3  3.5 1.143   4.54   4.54  4.5
4f exceptions beyond 10 %: Eu, Sm
Sm3+: lam/k 400 K, first gap/k 1400 K, strength 4.286
  p ground 0.85, with mixing 1.60, all levels 1.63 muB
  p for zeta scaled by 0.8 and 1.2: 1.81, 1.51 muB
Eu3+: lam/k 375 K, first gap/k 375 K, strength 12.000
  p ground 0.00, with mixing 4.38, all levels 3.51 muB
  p for zeta scaled by 0.8 and 1.2: 3.68, 3.37 muB
Dy3+ molar chi at 300 K: 5.936e-07 m^3/mol (SI)
  converted: 0.0472 cm^3/mol (Gaussian)
Dy3+ with cubic orbital-field range 300 K:
  p at 300 K 10.64, at 5 K 9.23 muB
3d model: zeta/k = 100(n+1) K, Delta/k = 15000 K
Lres: largest Lz in lowest octahedral level, units of hbar
ion   n   S   L   J  Hund-J  spin  Lres  model  rough measured
Ti3+  1 0.5  2  1.5   1.55   1.73  1.00   1.93  1.8
V3+   2 1.0  3  2.0   1.63   2.83  1.50   2.67  2.8
Cr3+  3 1.5  3  1.5   0.77   3.87  0.00   3.80  3.8
Mn3+  4 2.0  2  0.0   0.00   4.90  0.00   4.84  4.9
Fe3+  5 2.5  0  2.5   5.92   5.92  0.00   5.92  5.9
Fe2+  6 2.0  2  4.0   6.71   4.90  1.00   5.76  5.4
Co2+  7 1.5  3  4.5   6.63   3.87  1.50   5.39  4.8
Ni2+  8 1.0  3  4.0   5.59   2.83  0.00   3.23  3.2
Cu2+  9 0.5  2  2.5   3.55   1.73  0.00   2.01  1.9
3d excess beyond 7 %: Co2+, Cu2+, Fe2+, Ni2+
Ti3+ with 1000 K (Lx^2-Ly^2) distortion: p 1.78 muB
V3+ with 1000 K (Lx^2-Ly^2) distortion: p 2.76 muB
Cr3+: lam/k 133 K, spin factor 1.929, formula p 3.80 muB
  p without spin-orbit coupling: 3.93 muB
Ni2+: lam/k -450 K, spin factor 2.240, formula p 3.24 muB
  p without spin-orbit coupling: 2.91 muB
finished without a failed check
```
